# Why tunnel magnetoresistance oscillates with the thickness of a nonmagnetic spacer

## The decision: which thicknesses to compute

A calculation of magnetoresistance against spacer thickness needs a thickness step. Whole atomic layers are the natural choice, since they are what can be grown. For a copper-like spacer, however, the layer spacing of 0.18 nm is longer than half the oscillation period of 0.23 nm found below. A layer-by-layer curve then shows a slow oscillation near 0.8 nm, and reading the spacer wavevector from it directly gives a value more than three times too small. Choosing the step, and reading the result, requires knowing where the period comes from and what modifies it.

The junction is ferromagnet / spacer of thickness $d$ / barrier of thickness $t$ / ferromagnet. The magnetizations are parallel (P) or antiparallel (AP). Transport is elastic and coherent at low bias, without spin flips. The interfaces are smooth, so the in-plane wavevector $k_\parallel$ is conserved. At fixed $k_\parallel$ the normal wavevectors are $q_\uparrow$ and $q_\downarrow$ for majority and minority electrons in the ferromagnets and $k$ in the spacer; in the barrier the wave decays at rate $\kappa$. The metals have the free-electron mass and the barrier has mass ratio $m_b$. At each interface $\psi$ and $\psi'$ divided by the mass ratio are continuous, so the barrier enters the slope conditions through $w=\kappa/m_b$.

With $G$ the conductance, two measures are used:

$$C=\frac{G_P-G_{AP}}{G_P+G_{AP}},\qquad \mathrm{TMR}=\frac{G_P-G_{AP}}{G_{AP}}=\frac{2C}{1-C}.$$

The second form follows from $G_P/G_{AP}=(1+C)/(1-C)$.

## Contribution 1: the spacer phase sets the period

Put the ferromagnet/spacer interface at $x=0$. In the spacer $\psi''=-k^2\psi$, so value and slope are carried across by

$$\psi(d)=\psi(0)\cos kd+\frac{\psi'(0)}{k}\sin kd,$$
$$\psi'(d)=-k\,\psi(0)\sin kd+\psi'(0)\cos kd .$$

Replace $d$ by $d+\pi/k$. Sine and cosine both change sign, so $\psi(d)$ and $\psi'(d)$ both change sign. Everything to the right receives the same wave multiplied by $-1$. The transmitted amplitude changes sign and the transmission probability is unchanged. This holds for all four spin combinations, hence for $G_P$, $G_{AP}$ and their ratio at this $k_\parallel$.

The length is $\pi/k$, half a wavelength, because an overall sign of the wave has no effect on a probability. The argument did not use a thick barrier. Solving the complete matching equations for a barrier of 0.1 nm confirmed the repetition after $\pi/k$. A thick barrier has other roles, which come next.

## Contribution 2: the barrier fixes the wave in the spacer

In a thick barrier the wave entering from the left is $A\,e^{-\kappa(x-d)}$. The part reflected at the far side returns to $x=d$ reduced by a factor of order $e^{-2\kappa t}$, which is dropped. The spacer wave is then $A\,u(x)$, where $u$ is real and fixed by $u(d)=1$ and $u'(d)=-w$:

$$u(x)=\cos k(x-d)-\frac{w}{k}\sin k(x-d).$$

At the ferromagnet this gives

$$u_0=\cos kd+\frac wk\sin kd,\qquad u_0'=k\sin kd-w\cos kd .$$

Define $\tan\delta=w/k$ and $R=1/\cos\delta$. The addition formulas turn these into $u_0=R\cos(kd-\delta)$ and $u_0'=kR\sin(kd-\delta)$. The ferromagnet therefore meets a wave whose decay rate, slope over value with a minus sign, is

$$w_{\rm eff}(d)=-\frac{u_0'}{u_0}=k\tan(\delta-kd).$$

Without a spacer, $w_{\rm eff}=k\tan\delta=w$, the barrier's own value. With a spacer, $w_{\rm eff}$ runs through all real values once in each length $\pi/k$.

**Entering the spacer.** An electron of normal wavevector $q$ arrives as $e^{iqx}+\rho e^{-iqx}$. Matching at $x=0$ gives $1+\rho=Au_0$ and $iq(1-\rho)=Au_0'$. Divide the second equation by $iq$ and add the first:

$$2=A\left(u_0-\frac{i u_0'}{q}\right),\qquad |A|^2=\frac{4q^2}{q^2u_0^2+u_0'^2}.$$

**Leaving the barrier.** At the far interface the decaying wave has amplitude $D=Ae^{-\kappa t}$, the reflected one $E$, and the outgoing wave, of wavevector $q'$, has amplitude $F$. Matching gives $D+E=F$ and $-w(D-E)=iq'F$. Insert $E=F-D$ into the second equation:

$$-w(2D-F)=iq'F\quad\Rightarrow\quad F=\frac{2wD}{w-iq'} .$$

Transmission is the ratio of outgoing to incoming flux, $T=(q'/q)|F|^2$. Collecting factors,

$$T=16\,a\,b\,e^{-2\kappa t},\qquad a=\frac{qw}{q^2u_0^2+u_0'^2},\quad b=\frac{q'w}{q'^2+w^2}.$$

All dependence on $d$ sits in $a$, which belongs to the spacer side alone. This separation needs the thick barrier: at 0.1 nm the contrast it predicts is off by up to 0.141 in absolute value, more than the full thick-barrier contrast of 0.108 found below.

## Contribution 3: the ferromagnet turns phase into magnetoresistance

In the parallel state like spins connect; in the antiparallel state the labels on the right are exchanged. Up to a common factor,

$$G_P\propto a_\uparrow b_\uparrow+a_\downarrow b_\downarrow,\qquad G_{AP}\propto a_\uparrow b_\downarrow+a_\downarrow b_\uparrow .$$

The difference is $(a_\uparrow-a_\downarrow)(b_\uparrow-b_\downarrow)$ and the sum is $(a_\uparrow+a_\downarrow)(b_\uparrow+b_\downarrow)$. Thus $C=P_1P_2$, where $P_1$ is the polarization formed from $a$ and $P_2$ the one formed from $b$.

To find $P_1$, bring $a_\uparrow$ and $a_\downarrow$ to a common denominator. The numerator of their difference is proportional to

$$q_\uparrow(q_\downarrow^2u_0^2+u_0'^2)-q_\downarrow(q_\uparrow^2u_0^2+u_0'^2)=(q_\uparrow-q_\downarrow)(u_0'^2-q_\uparrow q_\downarrow u_0^2).$$

The sum gives $(q_\uparrow+q_\downarrow)(u_0'^2+q_\uparrow q_\downarrow u_0^2)$ in the same way. Dividing by $u_0^2$,

$$P_1=P_0\,\frac{w_{\rm eff}^2-q_\uparrow q_\downarrow}{w_{\rm eff}^2+q_\uparrow q_\downarrow},\qquad P_0=\frac{q_\uparrow-q_\downarrow}{q_\uparrow+q_\downarrow}.$$

$P_2$ has the same form with $w$ in place of $w_{\rm eff}$.

The fraction rises steadily from $-1$ at $w_{\rm eff}^2=0$ to $+1$ at $w_{\rm eff}^2\to\infty$. The spacer therefore sweeps $P_1$ between $-P_0$ and $+P_0$, and the magnetoresistance changes sign. The value $+P_0$ is reached where $u_0=0$, which happens once in each $\pi/k$. No shorter period is possible, provided $q_\uparrow\ne q_\downarrow$ and $P_2\ne0$.

### The same result as echoes

An electron in the spacer reflects from the ferromagnet with amplitude $r=(k-q)/(k+q)$. It reflects from the barrier with $(k-iw)/(k+iw)=e^{-2i\delta}$, which has unit magnitude. One round trip therefore has phase $\theta=2kd-2\delta$. To rewrite $a$ in these terms, use $2\cos^2(\theta/2)=1+\cos\theta$ and $2\sin^2(\theta/2)=1-\cos\theta$:

$$q^2u_0^2+u_0'^2=\frac{R^2}{2}\left[q^2+k^2-(k^2-q^2)\cos\theta\right]$$
$$=\frac{R^2(k+q)^2}{4}\left[1+r^2-2r\cos\theta\right].$$

With $1-r^2=4kq/(k+q)^2$ and $R^2=(k^2+w^2)/k^2$,

$$a=a_0\frac{1-r^2}{1+r^2-2r\cos\theta},\qquad a_0=\frac{kw}{k^2+w^2}.$$

Set $z=re^{i\theta}$. The fraction is $(1-|z|^2)/|1-z|^2$, the real part of $(1+z)/(1-z)=1+2z+2z^2+\dots$, so

$$a=a_0\Big[1+2\sum_{n\ge1}r^n\cos n\theta\Big].$$

Term $n$ collects the interference between paths that differ by $n$ round trips. Three consequences follow.

- A spin with $q=k$ has $r=0$ and no oscillation. The other spin can still make the magnetoresistance oscillate.
- If both spins propagate in the ferromagnet, $a$ averaged over one period equals $a_0$ for each of them, the value for a lead made of spacer metal. Hence $G_P-G_{AP}$ averages to zero at fixed $k_\parallel$. Interference redistributes the spin signal over thickness and adds no net polarization.
- If minority electrons cannot propagate in the ferromagnet beside the spacer, $a_\downarrow=0$ and $P_1=1$ at every $d$. At fixed $k_\parallel$ the conductance still oscillates if $r_\uparrow\ne0$, but $C=P_2$ does not. Full polarization of the far electrode has no such effect: it sets $P_2=1$ and leaves the oscillation of $P_1$.

### Weighing it with numbers

The example has a spacer band depth of 7.0 eV, so $k_0=13.555$ nm⁻¹ at normal incidence (subscript 0 on $k$ and $\kappa$ means $k_\parallel=0$). The ferromagnets have $q_\uparrow=11$ and $q_\downarrow=4$ nm⁻¹. The barrier is 2.0 eV high and 2.0 nm thick with $m_b=0.4$, giving $\kappa_0=4.582$ nm⁻¹ and $w=11.46$ nm⁻¹. The neglected returning wave is of order $e^{-2\kappa_0t}=1.1\times10^{-8}$.

The period is $\pi/13.555=0.2318$ nm. Zero crossings of the contrast, from the complete matching equations, give the same 0.2318 nm. The polarizations are

$$P_0=\frac{11-4}{11+4}=0.467,\qquad P_2=0.467\,\frac{131.2-44}{131.2+44}=0.232 .$$

The contrast thus runs between $\pm0.467\times0.232=\pm0.108$, as the matching solution also gives. With one more digit the limit is 0.1084, and the TMR runs from $2(0.1084)/(1-0.1084)=24\%$ down to $-2(0.1084)/(1+0.1084)=-20\%$.

The reflections are $r_\uparrow=0.104$ and $r_\downarrow=0.544$, so the minority spin carries most of the oscillation. At $\cos\theta=1$ the echo factor $(1+r)/(1-r)$ is 1.23 for majority and 3.39 for minority electrons. Minority electrons then dominate and $P_1=(1.23-3.39)/(1.23+3.39)=-0.47$.

The negative part of the cycle is short. $P_1$ is negative when $w_{\rm eff}^2=k^2\tan^2(\theta/2)<q_\uparrow q_\downarrow$, which is the same as $\cos\theta>s$ with $s=(k^2-q_\uparrow q_\downarrow)/(k^2+q_\uparrow q_\downarrow)=0.614$. That covers 29% of a period. The conductance is high there, which is how $G_P-G_{AP}$ averages to zero while the TMR is positive at most thicknesses.

## Contribution 4: the sum over in-plane wavevectors

A measured current contains all $k_\parallel$, each with its own period. Let $S=k_\parallel^2$. Since $\kappa^2=\kappa_0^2+S$ and $k^2=k_0^2-S$, for small $S$

$$2\kappa t\simeq2\kappa_0t+\frac{St}{\kappa_0},\qquad 2kd\simeq2k_0d-\frac{Sd}{k_0}.$$

The area element $d^2k_\parallel$ is $\pi\,dS$ after the angular integral. Holding the slowly varying prefactors at $S=0$, harmonic $n$ contributes

$$\int_0^\infty dS\,e^{-S(t/\kappa_0+ind/k_0)}=\frac{\kappa_0}{t}\,\frac{1}{1+ind/L},\qquad L=\frac{k_0t}{\kappa_0}.$$

Relative to the non-oscillating term, harmonic $n$ is reduced by $1/\sqrt{1+(nd/L)^2}$ and its phase is shifted by $-\arctan(nd/L)$. This gives "thick barrier" its second meaning: $t$ must be large enough that $d\ll L$. The barrier then passes a narrow beam around normal incidence, and the sum keeps the period $\pi/k_0$ with little loss.

In the opposite limit, $d\gg L$, the amplitude falls as $L/(nd)$ and the phase shift settles at $-\pi/2$. The period returns to $\pi/k_0$, and at this order the contrast fades towards zero because both conductances approach the same average. In the example below a small constant contrast, about 0.001, remains. It comes from electrons with $k_\parallel$ above 4 nm⁻¹, where the minority spin cannot propagate in the ferromagnets.

These statements are leading order in $1/t$. Against direct integration over $k_\parallel$ for $d$ near $L/2$, the largest error of the resulting contrast, relative to $P_0P_2$, was 11%, 2.7% and 0.7% for barriers of 4, 16 and 64 nm. It falls roughly as $1/t$, so for the 2 nm barrier of the example the law is a guide rather than a precise result.

In the example $L=13.555\times2.0/4.582=5.9$ nm. The direct sum between 0 and 4 nm shows three things.

**Period.** The mean spacing of upward zero crossings of the contrast is 0.234 nm, 1.0% above $\pi/k_0$; downward crossings give only 0.4%. The leading-order law with all harmonics kept shows the same split, 0.8% and 0.4%, because the waveform changes shape with $d$. The first-harmonic phase shift of the law, 0.59 rad at 4 nm out of a total phase $2k_0d$ of 108 rad, amounts to 0.55%. In the direct sum the first harmonic of $G_P-G_{AP}$ shifts by 0.70 rad, or 0.65%, which lies between the two crossing values.

**Fading.** Sampled every 0.01 nm, the peak-to-peak contrast falls from 0.283 in the first period to 0.200 in the last one before 4 nm, a factor of 0.71. The first-harmonic formula gives about 0.84 there. The law is too rough at this $t$ to explain the difference.

**Size.** The first swing, 0.283, exceeds the normal-incidence swing of 0.217. The summed contrast is an average of $C(k_\parallel)$ weighted by $G_P+G_{AP}$, so some oblique electrons must have a larger contrast. They do. At the root-mean-square value $k_\parallel=\sqrt{\kappa_0/t}=1.51$ nm⁻¹, the wavevectors become $q_\uparrow=10.90$, $q_\downarrow=3.70$ and $w=12.06$ nm⁻¹. The limit $P_0P_2$ is then $0.493\times0.279=0.14$ instead of 0.11. A minority band close to its edge makes the polarization sensitive to angle.

## Contribution 5: whole layers fold the period

With layer spacing $a_L$ and $d=Na_L$, the phase $2k_0Na_L$ can be changed by $2\pi jN$, for any integer $j$, without effect. The sampled signal therefore has the period

$$\Lambda=\frac{\pi}{|k_0-j\pi/a_L|},$$

with $j$ chosen to make the denominator smallest. For $a_L=0.18$ nm, $\pi/a_L=17.45$ nm⁻¹ and $j=1$, so $\Lambda=\pi/3.90=0.806$ nm, or 4.5 layers. The summed TMR by layer number is:

| Layers | TMR (%) |
|---|---|
| 0–4 | 18.0, 33.1, 26.6, −16.8, 1.6 |
| 5–9 | 30.2, 31.5, −1.2, −16.7, 23.1 |
| 10–14 | 33.0, 10.8, −18.1, 9.2, 31.5 |

The minima fall at layers 3, 8 and 12, five and then four layers apart, as a period of 4.5 layers requires. A spectral scan over 0 to 40 layers gives 0.793 nm, 1.6% below $\Lambda$. The phase shift of the previous section gives the sign and the rough size: the leading-order formula puts it at 0.88 rad at 7.2 nm, which lowers the mean phase rate by 0.12 nm⁻¹. That moves $2k_0$ further from $2\pi/a_L$, where the separation is 7.80 nm⁻¹, and so shortens the folded period by 1.6%. The direct sum gives 0.94 rad at 7.2 nm, so the estimate is good to about 6%. Because the phase shift levels off with thickness, the scanned value depends on the range: 0.787 nm over 0 to 14 layers and 0.798 nm over 0 to 80.

Folding also magnifies errors in $k_0$. Changing $k_0$ by −5% or +5%, with $a_L$ fixed, moves $\Lambda$ to 0.69 or 0.98 nm. A calculation aimed at the layer-by-layer period therefore needs an accurate spacer band structure. To see the unfolded period in the model, the thickness step must be below $0.232/2=0.116$ nm. That bound protects only the first harmonic. The second harmonic of the contrast is about a third of the first, and a step of 0.10 nm folds it into a false oscillation of 0.73 nm; keeping it unfolded needs a step below 0.058 nm.

## Weighing what was left out

The factors below multiply the first harmonic of $G_P-G_{AP}$ at normal incidence, for $d=2.0$ nm.

| Effect | Factor |
|---|---|
| Thermal spread of energies, 300 K | 0.98 |
| Bias of 10 mV | 0.9999 |
| Half the area one layer thicker | 0.76 |
| Scattering, mean free path 10 nm | 0.82 |

The first two come from averaging $e^{2ikd}$ over the energies that carry current, with the interface reflections and barrier decay held fixed. At 10 mV the barrier field is 0.05 MV/cm. For roughness, equal areas with phases differing by $2k_0a_L$ average to a magnitude $|1+e^{2ik_0a_L}|/2=|\cos k_0a_L|=0.76$. The scattering entry is an estimate: if intensity decays as $e^{-x/\ell}$ with mean free path $\ell$, amplitude decays as $e^{-x/2\ell}$, and the round trip $x=2d$ gives $e^{-d/\ell}$. This damps only the extra round trip and assumes that scattered electrons still feed the non-oscillating current. If they are counted as lost, through an imaginary part $1/2\ell$ of $k$, the factor is 0.57, or 0.75 relative to the total conductance. If the effects act independently, their product is about 0.62. Roughness and scattering, rather than temperature, are the main losses among these four.

The parameters imitate, roughly, a cobalt/copper/alumina/cobalt junction. Single-crystal copper spacers in junctions of this kind have shown oscillations with a period of roughly 1 nm, the same order as the folded period here; given its sensitivity to $k_0$, closer agreement would mean little. The ferromagnet is the crudest part, since one free-electron band per spin, with a minority depth of 0.61 eV, replaces the real $s$, $p$ and $d$ bands. The TMR values are therefore model values. The parallel resistance-area product, $2.4\times10^6$ Ω µm² without a spacer, is far above that of memory cells, which use barriers nearer 1 nm. With the other parameters fixed, a 1 nm barrier would halve $L$ to 3.0 nm and make the oscillation fade sooner. Real devices also depart from smooth, clean layers. For the roughness and mean free path stated above, this removes over a third of the first harmonic at normal incidence and $d=2.0$ nm. An amorphous barrier can also mix different $k_\parallel$, an effect not sized here.

Copper's Fermi surface is not a sphere and can supply other periods at large $k_\parallel$. In this barrier model, electrons at $k_\parallel=9$ nm⁻¹ are reduced by $2.6\times10^{-10}$ relative to normal incidence through the barrier decay alone (about $6\times10^{-11}$ of the normal-incidence $G_P$ with the interface factors included), so such periods would be suppressed. The full set of values is in the numerical output that follows.

## Computed results

```
spacer band depth 7.0 eV, k0 = 13.555 1/nm
ferromagnet q_up = 11.0, q_down = 4.0 1/nm
ferromagnet band depths up, down: 4.61, 0.61 eV
barrier 2.0 eV, 2.0 nm, mass ratio 0.4
barrier kappa0 = 4.582 1/nm, w_kappa = 11.46 1/nm
exp(-2 kappa0 t) = 1.10e-08
delta = 0.7017 rad, s = 0.6136
reflection r_up = 0.1040, r_down = 0.5443
P0 = 0.4667, P2 = 0.2323, P0*P2 = 0.1084
Normal incidence only:
  pi/k0 = 0.2318 nm, period from solver = 0.2318 nm
  contrast max, min: 0.1084, -0.1084
  TMR max, min: 24.3, -19.6 %
  0.1 nm barrier: factorized contrast off by up to 0.141
Summed over k-parallel:
  dephasing length L = 5.92 nm
  rms k-parallel sqrt(kappa0/t) = 1.51 1/nm
  mean period, 0 to 4 nm = 0.2340 nm
  contrast swing, first period = 0.2829
  contrast swing, last period before 4 nm = 0.2002
  limit-law error / (P0 P2) at d near L/2:
   t = 4, 16, 64 nm: 0.1138, 0.0272, 0.0067
Whole layers of 0.18 nm:
  folded period pi/|k0-pi/a| = 0.806 nm = 4.48 layers
  period from spectral scan = 0.793 nm
  TMR (%), layers 0 to 4: 18.0, 33.1, 26.6, -16.8, 1.6
  TMR (%), layers 5 to 9: 30.2, 31.5, -1.2, -16.7, 23.1
  TMR (%), layers 10 to 14: 33.0, 10.8, -18.1, 9.2, 31.5
  parallel RA, 0 and 10 layers: 2.36e+06, 3.18e+06 ohm um^2
Neglected effects at d = 2.0 nm (factor on first harmonic):
  300 K: 0.984
  10 mV bias: 0.99994; barrier field 0.050 MV/cm
  half the area one layer thicker: 0.764
  scattering, mean free path 10 nm: 0.819
  folded period for k0 -5 %, +5 %: 0.686, 0.975 nm
  barrier weight at k-parallel 9 1/nm: 2.6e-10
```
